\section*{Peak transmission through a vacancy coupled unequally to two electrodes}

\section{Problem}

The narrowest part of a conducting filament in a resistive memory cell is modelled as a single vacancy with one electronic level, placed between two electrodes. An electron can cross from one electrode to the other by passing through this level. The vacancy is coupled four times more strongly to the left electrode than to the right one.

The phrase ``four times more strongly'' needs a definition. Here it refers to escape rates: an electron sitting on the level leaves to the left at the rate $\Gamma_L/\hbar$ and to the right at the rate $\Gamma_R/\hbar$, with $\Gamma_L=4\Gamma_R$. The energies $\Gamma_L$ and $\Gamma_R$ are called the widths of the level.

\begin{enumerate}
\item What is the largest probability that an electron arriving from one electrode is transmitted to the other?
\item How does the answer change if the factor of four refers to the hopping amplitudes instead of the escape rates?
\item What is the small-bias conductance when the Fermi energy lies at the transmission peak, at low temperature and at 300 K?
\end{enumerate}

The electrodes are identical, with one channel for each spin. The motion is elastic and phase-coherent, no path leads past the vacancy, and the Coulomb repulsion between electrons on the level is neglected. For the numbers, take each electrode as a half-infinite chain with site energy zero and hopping strength $t=1$ eV. The vacancy level has energy $\varepsilon_0=0$, and its hopping strengths to the left and right chains are $v_L=0.2$ eV and $v_R=0.1$ eV. These are round model parameters, not those of a particular material.

\section{A first estimate by scaling}

To cross from left to right, the electron must hop onto the level, with an amplitude proportional to $v_L$, and off it again, with an amplitude proportional to $v_R$. The electrode has an energy scale $t$, so its density of states per site is of order $1/t$. Fermi's golden rule then gives widths of order
\begin{equation}
\Gamma_L\sim\frac{v_L^2}{t},\qquad \Gamma_R\sim\frac{v_R^2}{t}.
\end{equation}
The widths thus scale as the squares of the hoppings. The chosen hoppings have ratio 2, which gives the required width ratio of 4.

At resonance, the response of the level is limited by its total width. If the left contact is the stronger one, this width is of order $v_L^2/t$. The dimensionless transmitted amplitude is therefore of order
\begin{equation}
|\tau|\sim\frac{v_Lv_R/t}{v_L^2/t}=\frac{v_R}{v_L},
\end{equation}
and the transmission probability is of order
\begin{equation}
T_{\rm est}=\frac{v_R^2}{v_L^2}=\frac{\Gamma_R}{\Gamma_L}=\frac14 .
\label{eq:estimate}
\end{equation}
The estimate says that the peak depends on the ratio of the widths and not on their size. It leaves out pure numbers, and it neglects the smaller width beside the larger one, which is a crude step when the ratio is 4.

\section{Exact solution of the model}

\subsection{Waves and current}

Number the sites so that the vacancy is site 0. All hopping matrix elements are negative: $-t$ inside the chains, $-v_L$ between sites $-1$ and 0, and $-v_R$ between sites 0 and 1. A wave $e^{ikn}$ in a chain has the energy
\begin{equation}
E=-t\left(e^{ik}+e^{-ik}\right)=-2t\cos k,\qquad 0<k<\pi,
\label{eq:band}
\end{equation}
where $k$ is the phase gained per site. Its velocity, in sites per unit time, is $(1/\hbar)\,dE/dk=2t\sin k/\hbar$, which is positive. For an electron arriving from the left, write
\begin{align}
\psi_n&=e^{ik(n+1)}+r\,e^{-ik(n+1)},& n&\le-1,\\
\psi_n&=\tau\,e^{ik(n-1)},& n&\ge1 .
\end{align}
Current is velocity times squared amplitude. The velocity is the same in both electrodes, so the transmission probability is $T=|\tau|^2$ and the reflection probability is $R=|r|^2$.

\subsection{The three site equations}

At site $-1$ the Schr\"odinger equation is $E\psi_{-1}=-t\psi_{-2}-v_L\psi_0$. Inserting the waves and Eq.~\eqref{eq:band} gives
\begin{equation}
-t\left(e^{ik}+e^{-ik}\right)(1+r)=-t\left(e^{-ik}+r\,e^{ik}\right)-v_L\psi_0 .
\end{equation}
The terms $-te^{-ik}$ and $-tr\,e^{ik}$ occur on both sides and cancel. What remains is $t(e^{ik}+r\,e^{-ik})=v_L\psi_0$, or
\begin{equation}
r=\frac{v_L}{t}e^{ik}\psi_0-e^{2ik}.
\label{eq:r}
\end{equation}
At site 1 the equation is $E\tau=-v_R\psi_0-t\tau e^{ik}$. The term $-t\tau e^{ik}$ cancels in the same way, leaving $t\tau e^{-ik}=v_R\psi_0$, so that
\begin{equation}
\tau=\frac{v_R}{t}e^{ik}\psi_0 .
\label{eq:tau}
\end{equation}
At the vacancy, $(E-\varepsilon_0)\psi_0=-v_L(1+r)-v_R\tau$. From Eq.~\eqref{eq:r} and the identity $1-e^{2ik}=-2i\sin k\,e^{ik}$,
\begin{equation}
1+r=-2i\sin k\,e^{ik}+\frac{v_L}{t}e^{ik}\psi_0 .
\end{equation}
Substituting this and Eq.~\eqref{eq:tau}, and collecting the terms in $\psi_0$ on the left, gives
\begin{equation}
\left[E-\varepsilon_0+\frac{v_L^2+v_R^2}{t}e^{ik}\right]\psi_0
=2i\,v_L\sin k\,e^{ik}.
\label{eq:psi0}
\end{equation}

\subsection{Widths and line shape}

Equation~\eqref{eq:tau} also shows what the widths are. When the level has amplitude $\psi_0$, the current leaving to the right is
\begin{equation}
\frac{2t\sin k}{\hbar}|\tau|^2
=\frac{2t\sin k}{\hbar}\,\frac{v_R^2}{t^2}|\psi_0|^2
=\frac{1}{\hbar}\,\frac{2v_R^2\sin k}{t}\,|\psi_0|^2 .
\end{equation}
This is a rate times the probability of finding the electron on the level. With no incoming wave, the left side obeys the mirror image of this relation. Hence
\begin{equation}
\Gamma_L=\frac{2v_L^2\sin k}{t},\qquad
\Gamma_R=\frac{2v_R^2\sin k}{t},\qquad
\Gamma=\Gamma_L+\Gamma_R .
\label{eq:widths}
\end{equation}
The golden-rule scaling was right, and the missing factor is $2\sin k$.

Now separate the bracket in Eq.~\eqref{eq:psi0} into real and imaginary parts. Since $\cos k=-E/(2t)$, the bracket equals $\delta+i\Gamma/2$, with the detuning
\begin{equation}
\delta=E-\varepsilon_0-sE,\qquad s=\frac{v_L^2+v_R^2}{2t^2}.
\end{equation}
The term $sE$ is the shift of the level caused by the electrodes. Equations~\eqref{eq:tau} and \eqref{eq:psi0} then give
\begin{equation}
T(E)=\frac{v_R^2}{t^2}\,\frac{4v_L^2\sin^2k}{\delta^2+\Gamma^2/4}
=\frac{\Gamma_L\Gamma_R}{\delta^2+\Gamma^2/4}.
\label{eq:BW}
\end{equation}
This is the Breit--Wigner form. No weak-coupling approximation has been made; the widths simply depend on energy through $\sin k$.

\subsection{The peak}

Divide the numerator and denominator of Eq.~\eqref{eq:BW} by $\Gamma^2/4$:
\begin{equation}
T(E)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\,\frac{1}{1+(2\delta/\Gamma)^2}.
\label{eq:factored}
\end{equation}
The factor $\sin k$ cancels from the first fraction, which is therefore independent of energy. The second fraction is at most 1 and reaches 1 where $\delta=0$, that is, at $E_r=\varepsilon_0/(1-s)$. The maximum is reached provided that $s\neq1$ and $E_r$ lies inside the band, $|E_r|<2t$. With $x=\Gamma_L/\Gamma_R$,
\begin{equation}
T_{\rm peak}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}=\frac{4x}{(1+x)^2}.
\label{eq:peak}
\end{equation}
For $x=4$ this answers the first question:
\begin{equation}
T_{\rm peak}=\frac{4\times4}{5^2}=\frac{16}{25}=0.64 .
\end{equation}

In the example $E_r=0$, so $\sin k=1$. The widths are $\Gamma_L=2(0.2)^2/1=0.080$ eV and $\Gamma_R=2(0.1)^2/1=0.020$ eV. The corresponding escape times are approximately $\hbar/\Gamma_L=8.23$ fs and $\hbar/\Gamma_R=32.91$ fs; the level shift, discussed below, shortens them by up to about 3\%. Solving the site equations numerically, without Eq.~\eqref{eq:BW}, gives a peak of 0.640000, as listed in the numerical output. Moving the level to $\varepsilon_0=0.3$ eV moves the peak to $0.3/0.975=0.3077$ eV and leaves its height at 0.64.

The meaning of the widths was also tested by placing an electron on the level of a long finite chain and following its decay. It ends up on the left with probability 0.80 and on the right with probability 0.20, the expected ratio of 4. With both hoppings halved, $\Gamma=0.02500$ eV, while $\hbar$ times the observed decay rate is 0.02516 eV, larger by 0.6\%. The level shift accounts for this. Near the band centre the bracket in Eq.~\eqref{eq:psi0} is $(1-s)E+i\Gamma/2$, which vanishes at $E=-i\Gamma/[2(1-s)]$. For weak coupling, where $\Gamma$ can be taken at the band centre, the decay rate is thus close to $\Gamma/[\hbar(1-s)]$, and here $s=0.00625$.

\subsection{Why the peak is below one}

Transmission is incomplete because some of the wave is reflected even at resonance. Setting $\delta=0$ in Eq.~\eqref{eq:psi0} gives $\psi_0=4v_L\sin k\,e^{ik}/\Gamma$. Equation~\eqref{eq:r} then becomes
\begin{equation}
r=e^{2ik}\left(\frac{4v_L^2\sin k}{t\,\Gamma}-1\right)
=e^{2ik}\left(\frac{2\Gamma_L}{\Gamma}-1\right).
\end{equation}
The $-1$ is the wave that would be reflected from the end of the electrode if the vacancy were absent. The other term is the wave that enters the level and leaks back. For $\Gamma_L/\Gamma=0.8$ the two add to $1.6-1=0.6$, so $R=0.36$ and $T+R=1$.

For an electron arriving from the right, $\Gamma_R$ takes the place of $\Gamma_L$, and the sum is $0.4-1=-0.6$. The sign differs, but the reflection probability is the same. From the strongly coupled side too much wave leaks back to cancel the direct reflection, and from the weakly coupled side too little does. Equal widths give $1-1=0$ and full transmission.

\section{Comparison of the estimate with the exact result}

For $x\ge1$ the estimate is $T_{\rm est}=1/x$. Its ratio to the exact peak follows from Eq.~\eqref{eq:peak}:
\begin{equation}
\frac{T_{\rm peak}}{T_{\rm est}}=\frac{4x^2}{(1+x)^2}=\frac{4}{(1+1/x)^2}.
\end{equation}

\begin{center}
\begin{tabular}{cccc}
$\Gamma_L/\Gamma_R$ & $T_{\rm est}$ & $T_{\rm peak}$ & ratio\\
\hline
1 & 1 & 1 & 1\\
4 & 0.25 & 0.64 & 2.56\\
16 & 0.0625 & 0.221 & 3.54
\end{tabular}
\end{center}

The estimate has the correct power law for very unequal contacts, but it misses a factor that tends to 4. Written in widths, the estimate is $\Gamma_L\Gamma_R/\Gamma_L^2$, while the exact peak has the squared half-width $(\Gamma/2)^2$ in the denominator; this gives the 4. Written in hoppings at the band centre, the estimated denominator $v_L^2/t$ already equals $\Gamma_L/2$, and the missing factor of 2 in the amplitude sits in the numerator, since $\sqrt{\Gamma_L\Gamma_R}=2v_Lv_R/t$. At $x=4$ the neglected width $\Gamma_R$ reduces the factor to $4/(1.25)^2=2.56$. The agreement at $x=1$ is accidental: there the missing factor of 4 is cancelled by the neglect of half of the total width.

The last row answers the second question. If the hopping amplitudes have ratio 4, the widths have ratio $4^2=16$, and the peak is $64/289\approx0.221$, about a third of the earlier value.

Equation~\eqref{eq:peak} is unchanged when $x$ is replaced by $1/x$. A peak of 0.64 therefore reveals that the widths differ by a factor of 4, but not which electrode has the stronger coupling.

\section{From transmission to conductance}

In an energy interval $dE$, the states of one spin moving towards the vacancy carry an electron flow $dE/h$, because velocity times the density of states $dk/(2\pi)$ equals $dE/(2\pi\hbar)$. Two spins, the transmission $T(E)$ and the difference of the Fermi functions of the electrodes give the current
\begin{equation}
I=\frac{2e}{h}\int T(E)\left[f_L(E)-f_R(E)\right]dE .
\end{equation}
For a small voltage $V$ the difference is $eV(-\partial f/\partial E)$. The conductances obtained below hold for $eV\ll\Gamma$. At $V=0.1$ V, where $eV\approx\Gamma$, with the bias divided symmetrically about the level, $I/V$ is already about 20\% lower at low temperature and about 9\% lower at 300 K. The conductance $G=I/V$ is then
\begin{equation}
G=\frac{2e^2}{h}\,\overline{T},\qquad
\overline{T}=\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
The weight $-\partial f/\partial E$ has unit area and a width proportional to $k_BT_{\rm th}$, where $T_{\rm th}$ is the temperature. When it is much narrower than the resonance, $\overline{T}$ approaches $T_{\rm peak}$, and
\begin{equation}
G=77.48\ \mu{\rm S}\times0.64=49.6\ \mu{\rm S},
\end{equation}
which corresponds to a resistance of 20.2 k$\Omega$.

To judge what counts as low temperature, compare the two widths. By Eq.~\eqref{eq:factored}, the transmission falls to half its peak where $|\delta|=\Gamma/2$. In the example this gives a full width close to $\Gamma/(1-s)=0.100/0.975\approx0.103$ eV, in agreement with the computed 0.1025 eV. The thermal weight is proportional to $1/\cosh^2[E/(2k_BT_{\rm th})]$, whose full width at half maximum is $4\,{\rm arccosh}(\sqrt2)\,k_BT_{\rm th}\approx3.5\,k_BT_{\rm th}$. At 4 K this is about 0.001 eV, and the averaged transmission is 0.6399. At 300 K, with $k_BT_{\rm th}=0.02585$ eV, it is about 0.091 eV, nearly as wide as the resonance. The average then includes much of the flanks of the line and drops to 0.451, which gives
\begin{equation}
G(300\ {\rm K})=77.48\ \mu{\rm S}\times0.451=34.9\ \mu{\rm S}.
\end{equation}

The peak of $T(E)$ itself has not changed. In this model the temperature enters through the Fermi functions alone, so with the Fermi energy at the peak the conductance falls while the transmission at resonance remains 0.64. On the flanks of the line the trend reverses: with the Fermi energy 0.1 eV from the peak, $\overline{T}$ rises from 0.133 at 4 K to 0.177 at 300 K. This matters when a conductance is used to infer the coupling ratio. Since $\sqrt{1-T_{\rm peak}}=(x-1)/(x+1)$ for $x\ge1$,
\begin{equation}
x=\frac{1+\sqrt{1-T_{\rm peak}}}{1-\sqrt{1-T_{\rm peak}}}.
\end{equation}
The value 0.64 returns $x=1.6/0.4=4$. Inserting the 300 K average 0.451 as if it were the peak would give $x\approx6.7$, an asymmetry that the contact does not have.

The same care is needed when other assumptions fail. A Fermi energy away from $E_r$ lowers the low-temperature conductance according to Eq.~\eqref{eq:factored}. If the electrodes differ, $\Gamma_L/\Gamma_R$ can vary with energy, and the argument that places the maximum at $\delta=0$ no longer holds. Coulomb repulsion on the level, loss of phase coherence and a second path past the vacancy lie outside the model, so the value 0.64 cannot be carried over to those cases without a new calculation.

\section*{Calculated quantities}
\begin{verbatim}
electrode hopping t = 1.0 eV
vacancy level eps0 = 0.0 eV
left hopping vL = 0.20 eV
right hopping vR = 0.10 eV
left width Gamma_L at E=0 = 0.080 eV
right width Gamma_R at E=0 = 0.020 eV
total width Gamma = 0.100 eV
width ratio Gamma_L/Gamma_R = 4.000
escape time to left hbar/Gamma_L = 8.23 fs
escape time to right hbar/Gamma_R = 32.91 fs
peak transmission, site equations = 0.640000
peak reflection, site equations = 0.360000
peak with electrodes exchanged = 0.640000
peak with equal widths = 1.000000
peak with hopping ratio 4 (width ratio 16) = 0.221453
level at 0.3 eV: peak energy = 0.30769 eV
level at 0.3 eV: peak transmission = 0.640000
full width at half maximum = 0.1025 eV
weak-coupling test (both hoppings halved): Gamma = 0.02500 eV
weak-coupling test: hbar * decay rate = 0.02516 eV
decayed electron found on left = 0.8000
decayed electron found on right = 0.2000
conductance quantum 2e^2/h = 77.481 microsiemens
low-temperature conductance = 49.59 microsiemens
low-temperature resistance = 20.17 kiloohm
kB*T at 4 K = 0.000345 eV
kB*T at 300 K = 0.02585 eV
thermally averaged transmission at 4 K = 0.6399
thermally averaged transmission at 300 K = 0.4509
conductance at 300 K = 34.93 microsiemens
\end{verbatim}
